\section*{Coulomb Matrix Elements of Explicitly Correlated Gaussians with Shifted Centres}

\section{The physical question}

Two electrons in an atom or molecule repel each other with an energy inversely proportional to their separation. In a single product of one-electron functions the distribution of one electron does not depend on where the other one is. Such a dependence can be built in by summing many products, or by letting each function depend explicitly on the separation. Gaussians whose exponents contain the squared interparticle distances take the second route. A variational calculation then needs the Coulomb energy between any two such functions, for every pair of particles and for every particle and nucleus. The integrand has a pole where the particles meet, and the integral runs over the coordinates of all particles at once. The question is how this integral depends on the exponents and on the centres of the Gaussians.

Let $N$ particles have positions $\mathbf x_1,\dots,\mathbf x_N$ in three dimensions. For a real symmetric $N\times N$ matrix $M$ and two sets of vectors write
\begin{equation}
\mathbf x^T M\mathbf y=\sum_{i,j=1}^N M_{ij}\,\mathbf x_i\cdot\mathbf y_j,
\qquad
w^T\mathbf x=\sum_{i=1}^N w_i\mathbf x_i .
\end{equation}
The first expression is a number, the sum of three ordinary quadratic forms, one for each Cartesian component. The second is a vector in three dimensions. The basis functions are
\begin{equation}
\phi_A=e^{-(\mathbf x-\mathbf s)^TA(\mathbf x-\mathbf s)},\qquad
\phi_B=e^{-(\mathbf x-\mathbf t)^TB(\mathbf x-\mathbf t)} .
\label{basis}
\end{equation}
There is no factor $\tfrac12$ in the exponents. The functions are dimensionless and not normalised, and the elements of $A$ and $B$ have the unit $\mathrm{m^{-2}}$.

A nonzero off-diagonal element of $A$ couples the coordinates of two particles in the exponent, so that the function is no longer a product of one-particle functions. For two particles and centres at the origin,
\begin{equation}
a(\mathbf x_1^2+\mathbf x_2^2)+\gamma(\mathbf x_1-\mathbf x_2)^2
=(a+\gamma)(\mathbf x_1^2+\mathbf x_2^2)-2\gamma\,\mathbf x_1\cdot\mathbf x_2,
\label{pairform}
\end{equation}
so that $A_{11}=A_{22}=a+\gamma$ and $A_{12}=A_{21}=-\gamma$.

\section{Theorem}

Assume that $A$ and $B$ are real, symmetric and positive definite, that the centres $\mathbf s_i,\mathbf t_i$ and the point $\mathbf R$ are real, and that $w$ is a real, dimensionless, nonzero vector. Define
\begin{align}
C&=A+B, & \mathbf u&=C^{-1}(A\mathbf s+B\mathbf t),\label{defCu}\\
\beta&=w^TC^{-1}w, & d&=|w^T\mathbf u-\mathbf R|,\label{defbeta}
\end{align}
and let $S=\langle\phi_A|\phi_B\rangle$ be the overlap. Then
\begin{equation}
\boxed{\;
\left\langle\phi_A\left|\frac{1}{|w^T\mathbf x-\mathbf R|}\right|\phi_B\right\rangle
=S\,\frac{\operatorname{erf}(d/\sqrt\beta)}{d}\;}
\label{main}
\end{equation}
for $d>0$, and for $d=0$
\begin{equation}
\left\langle\phi_A\left|\frac{1}{|w^T\mathbf x-\mathbf R|}\right|\phi_B\right\rangle
=\frac{2}{\sqrt{\pi\,w^TC^{-1}w}}\;S .
\label{centred}
\end{equation}
Here $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^z e^{-p^2}dp$.

The distance between particles $i$ and $j$ is obtained with $w_i=1$, $w_j=-1$, all other components zero, and $\mathbf R=0$. The distance of particle $i$ from a nucleus is obtained with $w_i=1$, all other components zero, and $\mathbf R$ at the nucleus. The Coulomb energy follows on multiplication by $q_iq_j/(4\pi\varepsilon_0)$, where $q_i$ and $q_j$ are the two charges. If all centres and $\mathbf R$ lie at the origin, then $\mathbf u=0$ and $d=0$, and \eqref{centred} holds for every $w$.

\section{Three lemmas}

\subsection{Lemma 1: product and overlap}

The product of the two basis functions is a single Gaussian,
\begin{equation}
\phi_A\phi_B=e^{-K}e^{-(\mathbf x-\mathbf u)^TC(\mathbf x-\mathbf u)},\qquad
K=\mathbf s^TA\mathbf s+\mathbf t^TB\mathbf t-\mathbf u^TC\mathbf u,
\label{product}
\end{equation}
and the overlap is
\begin{equation}
S=e^{-K}\left(\frac{\pi^N}{\det C}\right)^{3/2}.
\label{overlap}
\end{equation}

\emph{Proof.} Expand the sum of the two exponents, without their common minus sign, and use $A\mathbf s+B\mathbf t=C\mathbf u$ from \eqref{defCu}:
\begin{align}
&(\mathbf x-\mathbf s)^TA(\mathbf x-\mathbf s)+(\mathbf x-\mathbf t)^TB(\mathbf x-\mathbf t)\nonumber\\
&\quad=\mathbf x^TC\mathbf x-2\mathbf x^T(A\mathbf s+B\mathbf t)+\mathbf s^TA\mathbf s+\mathbf t^TB\mathbf t\nonumber\\
&\quad=\mathbf x^TC\mathbf x-2\mathbf x^TC\mathbf u+\mathbf u^TC\mathbf u+K\nonumber\\
&\quad=(\mathbf x-\mathbf u)^TC(\mathbf x-\mathbf u)+K .
\end{align}
This is \eqref{product}. For the overlap, let $M$ be any positive definite symmetric matrix, with eigenvalues $m_i$ and orthogonal eigenvector matrix $O$. The rotation $\mathbf y=O\mathbf z$ has unit Jacobian and turns $\mathbf y^TM\mathbf y$ into $\sum_im_i\mathbf z_i^2$. Each $\mathbf z_i$ has three components, and each component contributes $\sqrt{\pi/m_i}$. Hence
\begin{equation}
\int e^{-\mathbf y^TM\mathbf y}\,d^{3N}y=\prod_{i=1}^N\left(\frac{\pi}{m_i}\right)^{3/2}
=\left(\frac{\pi^N}{\det M}\right)^{3/2}.
\label{gauss}
\end{equation}
With $M=C$ and $\mathbf y=\mathbf x-\mathbf u$ this gives \eqref{overlap}. $\square$

\subsection{Lemma 2: the inverse distance as a sum of Gaussians}

For $r>0$,
\begin{equation}
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-\tau^2r^2}\,d\tau .
\label{transform}
\end{equation}

\emph{Proof.} Put $p=\tau r$. The integral becomes $r^{-1}\int_0^\infty e^{-p^2}dp=\sqrt\pi/(2r)$. $\square$

The variable $\tau$ is an inverse length. The lemma replaces the pole by Gaussians in the same coordinates as the basis functions.

\subsection{Lemma 3: adding one squared distance to the exponent}

Let $C_\tau=C+\tau^2ww^T$. Then
\begin{equation}
\det C_\tau=(1+\beta\tau^2)\det C .
\label{det}
\end{equation}
Furthermore, for a real number $D$ and a real column $y$ with $N$ components,
\begin{equation}
y^TCy+\tau^2(w^Ty+D)^2
=(y-y_0)^TC_\tau(y-y_0)+\frac{\tau^2D^2}{1+\beta\tau^2},
\label{minimum}
\end{equation}
with $y_0=-\tau^2D\,C^{-1}w/(1+\beta\tau^2)$.

\emph{Proof.} Since $C$ is positive definite, it has a symmetric, invertible square root $C^{1/2}$. Let $g=C^{-1/2}w$, so that $g^Tg=w^TC^{-1}w=\beta$. Then
\begin{equation}
C_\tau=C^{1/2}\left(1+\tau^2gg^T\right)C^{1/2}.
\end{equation}
The matrix in brackets multiplies $g$ by $1+\beta\tau^2$ and leaves the $N-1$ directions orthogonal to $g$ unchanged. Its determinant is $1+\beta\tau^2$, which proves \eqref{det}.

The left side of \eqref{minimum} is a quadratic function of $y$ with quadratic part $y^TC_\tau y$. It therefore equals its value at the stationary point plus $(y-y_0)^TC_\tau(y-y_0)$. Setting the gradient to zero gives
\begin{equation}
2Cy_0+2\tau^2w\,q=0,\qquad q=w^Ty_0+D,
\end{equation}
and hence $y_0=-\tau^2q\,C^{-1}w$. Multiplication by $w^T$ gives $q-D=-\beta\tau^2q$, so
\begin{equation}
q=\frac{D}{1+\beta\tau^2},
\end{equation}
which confirms the stated $y_0$. The stationary value is
\begin{equation}
y_0^TCy_0+\tau^2q^2=\tau^4q^2\beta+\tau^2q^2=\tau^2q^2(1+\beta\tau^2)
=\frac{\tau^2D^2}{1+\beta\tau^2}. \qquad\square
\end{equation}

\section{Proof of the theorem}

Let $I$ be the matrix element on the left of \eqref{main}. Insert \eqref{product} and \eqref{transform}. The integrand is nowhere negative, so the integrations over $\tau$ and over the particle positions may be exchanged. With $\mathbf y=\mathbf x-\mathbf u$ and $\mathbf D=w^T\mathbf u-\mathbf R$ one has $w^T\mathbf x-\mathbf R=w^T\mathbf y+\mathbf D$, and
\begin{equation}
I=\frac{2e^{-K}}{\sqrt\pi}\int_0^\infty d\tau\int d^{3N}y\;
e^{-\mathbf y^TC\mathbf y-\tau^2|w^T\mathbf y+\mathbf D|^2}.
\end{equation}
The exponent is a sum over three Cartesian components. Lemma 3 applies to each of them, with $D$ equal to the corresponding component of $\mathbf D$. The three constant terms add up to $\tau^2d^2/(1+\beta\tau^2)$, because $|\mathbf D|=d$. The remaining Gaussian integral is \eqref{gauss} with $M=C_\tau$, and \eqref{det} gives
\begin{equation}
e^{-K}\left(\frac{\pi^N}{\det C_\tau}\right)^{3/2}
=e^{-K}\left(\frac{\pi^N}{\det C}\right)^{3/2}(1+\beta\tau^2)^{-3/2}
=S\,(1+\beta\tau^2)^{-3/2}.
\end{equation}
One integral is left, whatever the number of particles:
\begin{equation}
I=\frac{2S}{\sqrt\pi}\int_0^\infty(1+\beta\tau^2)^{-3/2}
\exp\left(-\frac{\tau^2d^2}{1+\beta\tau^2}\right)d\tau .
\label{tau}
\end{equation}
The exponent suggests the new variable $v=\tau(1+\beta\tau^2)^{-1/2}$. Its derivative is
\begin{equation}
\frac{dv}{d\tau}=\frac{1}{(1+\beta\tau^2)^{1/2}}-\frac{\beta\tau^2}{(1+\beta\tau^2)^{3/2}}
=\frac{1}{(1+\beta\tau^2)^{3/2}},
\end{equation}
which is the prefactor in \eqref{tau}. As $\tau$ runs from $0$ to $\infty$, $v$ rises from $0$ to $1/\sqrt\beta$. Therefore
\begin{equation}
I=\frac{2S}{\sqrt\pi}\int_0^{1/\sqrt\beta}e^{-d^2v^2}\,dv .
\label{vint}
\end{equation}
For $d=0$ the integrand is $1$ and \eqref{centred} follows. For $d>0$ the substitution $p=dv$ gives \eqref{main}. $\square$

\section{Remarks}

\subsection{What the two lengths mean}

The ratio $\phi_A\phi_B/S$ is positive and integrates to one, so it can be read as a probability density. In the rotated coordinates of Lemma 1, with $M=C$, each Cartesian component of $\mathbf z_i$ has variance $1/(2m_i)$. Rotating back, the covariance matrix of the particle coordinates along one axis is $C^{-1}/2$. The vector $w^T\mathbf x$ is thus distributed around $w^T\mathbf u$ with variance
\begin{equation}
\tfrac12\,w^TC^{-1}w=\frac{\beta}{2}
\end{equation}
in each component. The length $\sqrt\beta$ measures the spread of the pair vector, and $d$ is the distance of its mean from the point where the potential is singular. If $\phi_A=\phi_B$, this density is the actual position distribution of the particles in the state $\phi_A$. For two different functions it is a transition density.

For a pair,
\begin{equation}
\beta=(C^{-1})_{ii}+(C^{-1})_{jj}-2(C^{-1})_{ij},
\end{equation}
so one inverse of $C$ serves all pairs and all nuclei.

\subsection{Near and far}

For $d\ll\sqrt\beta$, expanding the exponential in \eqref{vint} to first order in $d^2$ gives
\begin{equation}
I\simeq\frac{2S}{\sqrt{\pi\beta}}\left(1-\frac{d^2}{3\beta}\right).
\end{equation}
The matrix element stays finite although the potential has a pole, because the volume element around the pole shrinks as the square of the distance.

For $d\gg\sqrt\beta$ the matrix element approaches $S/d$, the value for point charges. With $z=d/\sqrt\beta$, the relative difference from $S/d$ is
\begin{equation}
1-\operatorname{erf}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-p^2}dp
\le\frac{2}{\sqrt\pi}\int_z^\infty\frac pz\,e^{-p^2}dp=\frac{e^{-z^2}}{\sqrt\pi\,z},
\end{equation}
where $p/z\ge1$ in the range of integration was used. The approach is faster than any power of $d$.

\subsection{Conditions and conventions}

The vector $w$ must not vanish, since otherwise $\beta=0$ and the operator no longer depends on the particle positions. The proof uses the positive definiteness of $C$; that of $A$ and $B$ separately ensures that each basis function can be normalised. If an eigenvalue of $C$ tends to zero while the centres are fixed and the other eigenvalues stay bounded, the overlap \eqref{overlap} diverges. Complex exponents or centres are not covered by the proof given here, which uses real matrices and a positive integrand.

If the basis functions are written with exponents $-\tfrac12(\mathbf x-\mathbf s)^TA'(\mathbf x-\mathbf s)$, and likewise with $B'$, then $C=C'/2$ with $C'=A'+B'$. This gives $\beta=2\,w^TC'^{-1}w$, and the factor in \eqref{centred} becomes $\sqrt{2/(\pi\,w^TC'^{-1}w)}$. The centres $\mathbf u$ do not change.

The theorem is exact for the functions \eqref{basis}. It does not say how well a given set of them represents an eigenstate.

\section{Example: two electrons and two protons}

Two protons lie on the $z$ axis at $0$ and $0.1$ nm. The bra has its centres at the protons, and the ket has them at $0.02$ and $0.08$ nm. The exponents are round model values, in $\mathrm{nm^{-2}}$:
\begin{equation}
A=\begin{pmatrix}125&25\\25&125\end{pmatrix},\quad
B=\begin{pmatrix}150&50\\50&150\end{pmatrix},\quad
C=\begin{pmatrix}275&75\\75&275\end{pmatrix}.
\end{equation}
With $\det C=275^2-75^2=70000\ \mathrm{nm^{-4}}$, the electron pair has
\begin{equation}
\beta=\frac{275+275+2\cdot75}{70000}\ \mathrm{nm^2}=0.0100\ \mathrm{nm^2},\qquad
\sqrt\beta=0.100\ \mathrm{nm}.
\end{equation}
The $z$ components of $A\mathbf s$ are $(2.5,\,12.5)\ \mathrm{nm^{-1}}$ and those of $B\mathbf t$ are $(7,\,13)\ \mathrm{nm^{-1}}$. Their sum is $(9.5,\,25.5)\ \mathrm{nm^{-1}}$, and
\begin{equation}
\begin{pmatrix}u_1\\u_2\end{pmatrix}
=\frac{1}{70000}\begin{pmatrix}275&-75\\-75&275\end{pmatrix}
\begin{pmatrix}9.5\\25.5\end{pmatrix}\mathrm{nm}
=\begin{pmatrix}0.010\\0.090\end{pmatrix}\mathrm{nm}.
\end{equation}
Hence $d=0.080$ nm and $d/\sqrt\beta=0.80$. The exponent in the overlap is $K=1.25+1.18-2.39=0.04$.

The Coulomb energy of two elementary charges $0.1$ nm apart is $14.400$ eV. The repulsion divided by the overlap is therefore
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0}\,\frac{\operatorname{erf}(0.80)}{d}
=14.400\ \mathrm{eV}\times\frac{0.7421}{0.80}=13.36\ \mathrm{eV}.
\end{equation}
Point charges at the distance $d$ would give $18.00$ eV, and the same spread with $d=0$ would give $16.25$ eV. The result lies below both, as \eqref{vint} requires: its integrand is at most $1$, and extending the integral to infinity gives $S/d$.

The overlap of the normalised functions is $\langle\phi_A|\phi_B\rangle/\sqrt{\langle\phi_A|\phi_A\rangle\langle\phi_B|\phi_B\rangle}=0.9460$. The repulsion matrix element between them is $0.9460\times13.36\ \mathrm{eV}=12.64$ eV, or $2.025\times10^{-18}$ J. This is the element between the two functions as they stand. Neither is symmetric or antisymmetric under exchange of the electrons, so a singlet or triplet state needs a further term with the particle labels of the ket swapped, added or subtracted, both in the repulsion element and in each of the two norms $\langle\phi_A|\phi_A\rangle$ and $\langle\phi_B|\phi_B\rangle$. The swapped ket is again of the form \eqref{basis}, so the theorem and \eqref{overlap} give these terms too.

For electron 1 and a proton, $\beta=(C^{-1})_{11}=275/70000\ \mathrm{nm^2}=0.00393\ \mathrm{nm^2}$. The distances from $u_1$ to the protons are $0.010$ and $0.090$ nm. The attraction divided by the overlap is $-25.70$ eV for the near proton and $-15.32$ eV for the far one.

\section{Corollary: what the correlation exponent does}

Take $\phi_A=\phi_B$ with the exponent \eqref{pairform} and all centres at the origin. The column $(1,1)^T$ is an eigenvector of $A$ with eigenvalue $a$, and $(1,-1)^T$ is one with eigenvalue $a+2\gamma$. The function can be normalised if $a>0$ and $a+2\gamma>0$, so $\gamma$ may be negative. Since $C=2A$, the pair has
\begin{equation}
\beta_{12}=\frac{2}{2(a+2\gamma)}=\frac{1}{a+2\gamma},\qquad
\left\langle\frac1{r_{12}}\right\rangle=2\sqrt{\frac{a+2\gamma}{\pi}} .
\end{equation}
For one electron, $(1,0)^T$ is half the sum of the two eigenvectors, and
\begin{equation}
\beta_1=\frac14\left(\frac1a+\frac1{a+2\gamma}\right).
\label{beta1}
\end{equation}

For $a=100\ \mathrm{nm^{-2}}$ the mean repulsion is $11.49$, $16.25$ and $19.90$ eV at $\gamma=-25$, $0$ and $25\ \mathrm{nm^{-2}}$. The mean Coulomb energy between one electron and a charge $+e$ at the common centre is $-18.76$, $-22.98$ and $-25.17$ eV. A negative $\gamma$ drives the electrons apart, but at fixed $a$ it also moves them away from the centre, because both $\beta_{12}$ and $\beta_1$ grow.

The two effects can be separated by holding $\beta_1$, and with it the attraction to the centre, fixed. Equation \eqref{beta1} then reads $1/a=4\beta_1-\beta_{12}$, so $\beta_{12}$ may take any value between $0$ and $4\beta_1$. Without correlation $\beta_{12}=2\beta_1$. A negative $\gamma$ together with a larger $a$ raises $\beta_{12}$ above this value and lowers the repulsion at unchanged attraction. Because $\beta_{12}<4\beta_1$, and the repulsion is proportional to $\beta_{12}^{-1/2}$, a single function of this form can, at fixed $\beta_1$, lower the repulsion below its uncorrelated value only by a factor smaller than $\sqrt2$. This lowering has a cost. A factor $e^{-\mu z^2}$ carries the kinetic energy $\hbar^2\mu/(2m_e)$, and along the two eigenvectors $\mu=a$ and $\mu=a+2\gamma$, each in three components. The kinetic energy of the pair is therefore $\tfrac{3\hbar^2}{2m_e}\left[1/(4\beta_1-\beta_{12})+1/\beta_{12}\right]$, which is smallest at $\beta_{12}=2\beta_1$ and diverges as $\beta_{12}\to4\beta_1$.

The numerical check compares the theorem with direct numerical integration of the product of the two Gaussians, for two and three particles; the largest relative deviation is $7\times10^{-8}$.

\section*{Computed values}
\begin{verbatim}
Coulomb energy e^2/(4 pi eps0 0.1 nm): 14.39965 eV
A_11 = A_22: 125.0 nm^-2; A_12: 25.0 nm^-2
B_11 = B_22: 150.0 nm^-2; B_12: 50.0 nm^-2
C_11 = C_22: 275.0 nm^-2; C_12: 75.0 nm^-2
Proton z positions: 0.000, 0.100 nm
Bra centres z: 0.000, 0.100 nm
Ket centres z: 0.020, 0.080 nm
Product centres z: 0.010000, 0.090000 nm
Exponent K: 0.040000 (dimensionless)
Overlap S: 1.608536e-06 nm^6
Overlap of normalised functions: 0.946046 (dimensionless)
Pair beta: 0.010000 nm^2
Pair sqrt(beta): 0.100000 nm
Pair centre distance d: 0.080000 nm
Pair d/sqrt(beta): 0.800000 (dimensionless)
Pair erf(d/sqrt(beta)): 0.742101 (dimensionless)
Repulsion / overlap: 13.35749 eV
Repulsion, normalised functions: 12.63679 eV
Repulsion, normalised functions: 2.02464e-18 J
Point charges at distance d: 17.99956 eV
Same beta with d = 0: 16.24826 eV
Electron 1, proton 1: beta 0.003929 nm^2, d 0.010000 nm
  attraction / overlap: -25.70497 eV
Electron 1, proton 2: beta 0.003929 nm^2, d 0.090000 nm
  attraction / overlap: -15.32301 eV
Common centre, a: 100.0 nm^-2
gamma -25.0 nm^-2: beta 0.020000 nm^2
  mean repulsion 11.48925 eV; electron 1 to charge +e at centre -18.76187 eV
gamma 0.0 nm^-2: beta 0.010000 nm^2
  mean repulsion 16.24826 eV; electron 1 to charge +e at centre -22.97851 eV
gamma 25.0 nm^-2: beta 0.006667 nm^2
  mean repulsion 19.89997 eV; electron 1 to charge +e at centre -25.17170 eV
Separated pair: d 0.500 nm, d/sqrt(beta) 5.000, repulsion/overlap 2.87993 eV
Largest relative deviation from direct integration: 7e-08
\end{verbatim}
